\section*{Mott and Efros–Shklovskii Hopping: How a Coulomb Gap Changes the Exponent}

\section*{Question}

In a solid disordered strongly enough to be an insulator, the electron states near the Fermi level are localized, and at low temperature charge moves by phonon-assisted hops between them. How strongly does cooling suppress the conductivity, with what power of temperature does the suppression grow, and what changes when the electrons repel each other through an unscreened Coulomb interaction?

\section*{Answer}

\subsection*{The price of one hop}

Let the states decay as $e^{-r/\xi}$ with distance $r$, where $\xi$ is the decay length. The amplitude for a transition between two states a distance $r$ apart carries this factor, and the rate carries its square. If the electron must gain an energy $W\gg kT$, the supply of suitable phonons adds a factor $e^{-W/kT}$. The rate is therefore proportional to $e^{-S}$, with
\begin{equation}
S=\frac{2r}{\xi}+\frac{W}{kT}.
\label{S}
\end{equation}
The conductivity is estimated as $\sigma\propto e^{-S^*}$, where $S^*$ is the smallest $S$ available to a typical electron. Factors that vary as powers of $T$ are ignored beside this exponential. Hartree atomic units are used, with temperatures in kelvin; energies are measured from the Fermi level, and the dimension is $d=2$ or $3$.

The two terms of $S$ compete because a near neighbour usually has a badly matched energy. Let $g(\varepsilon)$ be the number of states per unit energy and volume (area in $d=2$), and let $V_d$ be the volume of the unit ball, $V_2=\pi$ and $V_3=4\pi/3$. An electron at the Fermi level can expect one target within distance $r$ and energy $W$ when
\begin{equation}
V_d\,r^d\int_0^W g(\varepsilon)\,d\varepsilon=1 .
\label{count}
\end{equation}
The number 1 on the right is a choice of order one. It affects prefactors but not powers of $T$.

\subsection*{Flat density of states: Mott's law}

Suppose first that $g=g_0$ is constant over the energies that matter. Equation (\ref{count}) gives $W=1/(g_0V_dr^d)$, so
\begin{equation}
S(r)=\frac{2r}{\xi}+\frac{1}{g_0V_d\,kT\,r^d}.
\end{equation}
The first term rises with $r$ and the second falls. Setting the derivative to zero,
\begin{equation}
\frac{2}{\xi}-\frac{d}{g_0V_d\,kT\,r^{d+1}}=0
\quad\Longrightarrow\quad
r_*^{\,d+1}=\frac{d\,\xi}{2g_0V_d\,kT}.
\label{rstar}
\end{equation}
The second derivative of $S$ is positive, so this is the minimum. The energy term there follows from the condition itself, which says that $1/(g_0V_dkT\,r_*^{d+1})=2/(d\xi)$. Multiplying by $r_*$,
\begin{equation}
\frac{W_*}{kT}=\frac{1}{d}\,\frac{2r_*}{\xi},
\qquad
S^*=\frac{d+1}{d}\,\frac{2r_*}{\xi},
\qquad
\frac{W_*}{kT}=\frac{S^*}{d+1}.
\label{shares}
\end{equation}
Raising $S^*$ to the power $d+1$ and inserting (\ref{rstar}) gives
\begin{align}
(S^*)^{d+1}
&=\left(\frac{d+1}{d}\right)^{d+1}\left(\frac{2}{\xi}\right)^{d+1}\frac{d\,\xi}{2g_0V_d\,kT}
\nonumber\\
&=\frac{(d+1)^{d+1}\,2^d}{d^d\,V_d\,g_0\,\xi^d}\,\frac{1}{kT}.
\end{align}
Hence
\begin{equation}
S^*=\left(\frac{T_0}{T}\right)^{1/(d+1)},\qquad
kT_0=\frac{(d+1)^{d+1}\,2^d}{d^d\,V_d\,g_0\,\xi^d}.
\label{mott}
\end{equation}
This is Mott's law. The exponent is $1/3$ in two dimensions and $1/4$ in three. On cooling, the best hop becomes longer, $r_*\propto T^{-1/(d+1)}$, and cheaper, $W_*\propto T^{d/(d+1)}$. That is why the suppression grows more slowly than the $1/T$ of a fixed activation energy.

The derivation needs $r_*$ larger than $\xi$ and than the spacing between sites; otherwise hops go to nearest neighbours and there is no distance to optimize. It also needs $W_*\gg kT$, which by (\ref{shares}) means $S^*\gg d+1$, and a density of states that is flat out to $W_*$. As $T$ falls, $W_*$ shrinks, and the hop probes ever smaller energies around the Fermi level. Any structure of $g$ there eventually matters.

\subsection*{How the exponent depends on the density of states}

Let $g\propto|\varepsilon|^s$. The integral in (\ref{count}) is then proportional to $W^{s+1}$, so $W=Cr^{-m}$ with $m=d/(s+1)$ and a constant $C$. The minimum of $2r/\xi+Cr^{-m}/kT$ obeys
\begin{equation}
\frac{2}{\xi}=\frac{mC}{kT}\,r_*^{-m-1}
\quad\Longrightarrow\quad r_*\propto T^{-1/(m+1)} .
\end{equation}
Multiplying the condition by $r_*$ shows that $W_*/kT=(2r_*/\xi)/m$. Both terms of $S^*$ are thus proportional to $r_*$, and
\begin{equation}
S^*\propto T^{-x},\qquad x=\frac{1}{m+1}=\frac{s+1}{s+1+d}.
\label{general}
\end{equation}
The value $s=0$ returns $1/(d+1)$. What remains is to find $s$ for interacting electrons.

\subsection*{Why repulsion opens a gap}

Let site $i$ have a random energy $\phi_i$ and occupation $n_i=0$ or $1$, with a compensating background charge of half an electron per site. The repulsion is $1/(\kappa r_{ij})$, where $\kappa$ is the dielectric constant. The energy needed to add an electron at $i$, with all others held fixed, is
\begin{equation}
\varepsilon_i=\phi_i+\sum_{j\ne i}\frac{n_j-\frac12}{\kappa r_{ij}} .
\end{equation}
In the ground state, occupied sites have $\varepsilon_i\le0$ and empty ones $\varepsilon_j\ge0$. Now move an electron from occupied $i$ to empty $j$. Removing it costs $-\varepsilon_i$. Adding it at $j$ costs less than $\varepsilon_j$, because $\varepsilon_j$ included the repulsion from the electron at $i$, which is no longer there. The ground state cannot be lowered by the move, so
\begin{equation}
\varepsilon_j-\varepsilon_i-\frac{1}{\kappa r_{ij}}\ge0 .
\label{stability}
\end{equation}

Consider the states within $E$ of the Fermi level. An occupied and an empty one differ by at most $2E$, so (\ref{stability}) requires $r_{ij}\ge1/(2\kappa E)$. If the two kinds are mixed in space, without large clumps of one kind, their density is at most of order $(\kappa E)^d$. The density of states is the derivative of this number with respect to $E$. If it varies as a power of $E$, it is therefore at most of order $\kappa^dE^{d-1}$. A flat $g_0$ would violate this limit near $E=0$.

Stability by itself gives a limit, not a value. A mean-field estimate suggests that the limit is reached up to a factor. Take a state at $\varepsilon>0$. An occupied state at $-\varepsilon'$ is forbidden within the distance $1/[\kappa(\varepsilon+\varepsilon')]$. For randomly placed states, the expected number of forbidden partners is
\begin{equation}
N(\varepsilon)=V_d\int_0^B\frac{g(\varepsilon')\,d\varepsilon'}{[\kappa(\varepsilon+\varepsilon')]^d},
\end{equation}
where $B$ is the band edge and $g$ is taken to be even. The probability of having none is $e^{-N}$. Removing one member is enough to cure a forbidden pair, so each member is charged with half of it:
\begin{equation}
\ln g(\varepsilon)=\ln g_0-\tfrac12N(\varepsilon).
\label{mf}
\end{equation}
Try $g=A\varepsilon^{p}$ at small $\varepsilon$ and apply $\varepsilon\,d/d\varepsilon$ to both sides:
\begin{equation}
p=\frac{V_d\,d\,A}{2\kappa^d}\;\varepsilon\int_0^B\frac{\varepsilon'^{\,p}\,d\varepsilon'}{(\varepsilon+\varepsilon')^{d+1}} .
\end{equation}
As $\varepsilon\to0$ the right-hand side must stay finite and nonzero. For $p<d$ the substitution $\varepsilon'=\varepsilon t$ shows that it varies as $\varepsilon^{p-d+1}$, which forces $p=d-1$; for $p\ge d$ it vanishes. With $p=d-1$ the integrand is a total derivative,
\begin{equation}
\frac{d\,\varepsilon\,\varepsilon'^{\,d-1}}{(\varepsilon+\varepsilon')^{d+1}}
=\frac{\partial}{\partial\varepsilon'}\left(\frac{\varepsilon'}{\varepsilon+\varepsilon'}\right)^{d},
\end{equation}
and its integral tends to 1 for $\varepsilon\ll B$. Thus $d-1=V_dA/(2\kappa^d)$, or
\begin{equation}
g(\varepsilon)=A|\varepsilon|^{d-1},\qquad A=\frac{2(d-1)\kappa^d}{V_d}.
\label{gap}
\end{equation}
This is the Coulomb gap, linear in two dimensions and quadratic in three. It is the $\varepsilon\to0$ limit of (\ref{mf}), and the limit is approached slowly: the full solution oscillates about the power law as a function of $\ln\varepsilon$, and in three dimensions it can still differ from $A\varepsilon^2$ by a factor of two or more well inside the gap. At finite energy $A$ is therefore a typical size, not a precise value. In $d=1$ the amplitude vanishes and no such power law follows. A current in one dimension also cannot pass around a bad link, so the typical-hop argument is not applied there.

\subsection*{Hopping inside the gap: the exponent one half}

Putting $s=d-1$ into (\ref{general}) gives $x=d/(2d)=1/2$ in both dimensions. The dimension cancels because the gap ties energy to distance in the way the Coulomb law does. Explicitly, (\ref{count}) and (\ref{gap}) give
\begin{equation}
V_dr^d\,\frac{A\,W^d}{d}=\frac{2(d-1)}{d}(\kappa rW)^d=1
\;\Longrightarrow\;
W=\frac{\beta}{\kappa r},\quad
\beta=\left[\frac{d}{2(d-1)}\right]^{1/d}.
\end{equation}
Minimizing $S=2r/\xi+\beta/(\kappa r\,kT)$ gives $r_*^2=\beta\xi/(2\kappa kT)$. At this point the two terms are equal, so $S^*=4r_*/\xi$ and
\begin{equation}
(S^*)^2=\frac{16}{\xi^2}\,\frac{\beta\xi}{2\kappa kT}=\frac{8\beta}{\kappa\xi\,kT}.
\end{equation}
The Efros--Shklovskii (ES) law is therefore
\begin{equation}
S^*=\left(\frac{T_{\rm ES}}{T}\right)^{1/2},\qquad
kT_{\rm ES}=\frac{8\beta}{\kappa\xi}.
\label{es}
\end{equation}
Here $W$ was counted from single-site energies, leaving out the attraction $-1/(\kappa r)$ between the moved electron and the hole it leaves. That term has the same dependence on $r$, but it cannot simply be subtracted: with $\beta=1$ in $d=2$ and $\beta=0.91$ in $d=3$, the net cost $(\beta-1)/(\kappa r)$ would vanish in two dimensions and be negative in three, and a negative cost is forbidden by (\ref{stability}). The count (\ref{count}) treats positions and energies as independent, while inside the gap they are correlated so as to obey (\ref{stability}). If the net cost of a typical hop is a positive multiple of $1/(\kappa r)$, which is assumed here and not derived, the exponent stays one half and only $\beta$ changes. The value of $T_{\rm ES}$ in (\ref{es}), and the numbers computed from it below, are therefore order-of-magnitude estimates. If a nearby metal screens the repulsion at large distance, (\ref{stability}) no longer keeps low-energy states far apart, and the law is gradually lost as $r_*$ grows beyond the distance to the metal.

\subsection*{Which law holds at which temperature}

The gap meets the flat density at $\Delta$, where $A\Delta^{d-1}=g_0$. A simple joined model is $g=\min(A|\varepsilon|^{d-1},g_0)$. The ES law holds in it when $W_*=\frac12kTS^*<\Delta$. Since $kTS^*=\sqrt{kT\,kT_{\rm ES}}$, this means
\begin{equation}
kT<\frac{4\Delta^2}{kT_{\rm ES}} .
\label{cross}
\end{equation}
Above this temperature, in $d=3$, the state count is $\Delta g_0/3+g_0(W-\Delta)=g_0(W-\frac23\Delta)$. Hence $W=\frac23\Delta+1/(g_0V_3r^3)$. The added constant does not move the optimum distance, and
\begin{equation}
S^*=\left(\frac{T_0}{T}\right)^{1/4}+\frac{2\Delta}{3kT}.
\label{joined}
\end{equation}
Mott's law is recovered when the second term is small.

The local exponent has a direct meaning. Because $S$ is stationary in $r$, only the explicit $T$ in (\ref{S}) contributes to the derivative, $dS^*/dT=-W_*/(kT^2)$, so
\begin{equation}
-\frac{d\ln S^*}{d\ln T}=\frac{W_*}{kT\,S^*}.
\end{equation}
The exponent is the share of $S^*$ paid in energy: $1/(d+1)$ for a flat density and one half in the Coulomb gap.

\subsection*{Size of the effect in a three-dimensional model}

Take the round parameters $\xi=200$ bohr, $\kappa=12$ and $g_0=2\times10^{-6}$ states/(hartree\,bohr$^3$). In $d=3$ the prefactor in (\ref{mott}) is 18.11, so
\begin{equation}
kT_0=\frac{18.11}{(2\times10^{-6})(200)^3}=1.13\ \text{hartree},
\qquad T_0=3.57\times10^5\ \text{K}.
\end{equation}
With $8\beta=7.27$, (\ref{es}) gives
\begin{equation}
kT_{\rm ES}=\frac{7.27}{12\times200}=3.03\times10^{-3}\ \text{hartree},
\qquad T_{\rm ES}=956\ \text{K}.
\end{equation}
The gap amplitude is $A=3\kappa^3/\pi=1650$ states/(hartree$^3$\,bohr$^3$), and $\Delta=\sqrt{g_0/A}=34.8$ microhartree. By (\ref{cross}), the ES law then holds in the joined model below about 0.5 K. The example also assumes that sites lie closer together than $r_*$. For a flat band with edge $B$ the site density is $2g_0B$, so this needs $B$ above about 0.4 millihartree at 20 K and 1.3 millihartree at 100 K. An impurity band whose width is set by the Coulomb energy between neighbours does not meet it: there $g_0\sim\kappa N^{2/3}$ for site density $N$, the spacing is about 2400 bohr at this $g_0$, and hops at 20 K would go to nearest neighbours.

At 20 K, Mott's law gives $S^*=(3.57\times10^5/20)^{1/4}=11.6$. The hop length is $r_*=\frac38\xi S^*=867$ bohr, about four decay lengths. With $kT=63.3$ microhartree, the hop energy is $W_*=\frac14kTS^*=183$ microhartree, well above $\Delta$ but only about $3kT$, so the condition $W_*\gg kT$ is met only marginally. The gap correction in (\ref{joined}) is $2(34.8)/(3\times63.3)=0.37$, which raises $S^*$ to 11.9.

At 0.1 K, the ES law gives $S^*=(956/0.1)^{1/2}=97.8$, with $r_*=\frac14\xi S^*=4890$ bohr. Here $kT=0.317$ microhartree, so $W_*=\frac12kTS^*=15.5$ microhartree, inside the gap. Mott's law would have given $S^*=43.5$ at this temperature. In this estimate the gap roughly doubles $S^*$: the factor is 2.2 with the pure power law (\ref{gap}) and 2.0 with the full solution of (\ref{mf}). The ES value varies as $\sqrt\beta$, so a smaller $\beta$, as the attraction between the moved electron and its hole would suggest, makes the increase smaller.

Numerical minimization of $S$ for the joined density gives these local exponents:
\begin{center}
\begin{tabular}{rcc}
$T$ (K) & $S^*$ & local exponent\\
0.1 & 97.8 & 0.500\\
1 & 31.8 & 0.423\\
3 & 21.0 & 0.337\\
10 & 14.5 & 0.288\\
100 & 7.8 & 0.257
\end{tabular}
\end{center}
The change is gradual: between 1 and 10 K neither pure law describes the curve. The exact value 0.500 below 0.5 K belongs to the joined density. With the full solution of (\ref{mf}) and the band edge at $30\Delta$, the local exponent is 0.38 at 1 K, 0.41 at 0.5 K, 0.48 at 0.1 K, 0.52 at 0.03 K and 0.56 at 0.003 K, so it reaches one half only well below 0.5 K and then overshoots it. At 100 K, $W_*/kT$ is only about 2, so the estimate is rough there even though the exponent is close to $1/4$.

The example also shows a limit set by these parameters. At the edge of the ES regime, (\ref{es}) and (\ref{cross}) give $S^*=kT_{\rm ES}/(2\Delta)$, here about 43. This value is proportional to $\beta$ and shares its uncertainty, which can exceed a factor of two. With the coefficient 2.8 usually quoted in three dimensions in place of $8\beta=7.27$ it is about 17, where $e^{-S^*}\approx5\times10^{-8}$. In either case the conductivity in this example is strongly suppressed by the time the exponent reaches one half. At fixed $\xi$ and $\kappa$, a larger $g_0$ widens the gap and brings the change to smaller $S^*$.

\subsection*{How far the estimate can be trusted}

Two assumptions carry the argument: that the gap follows the power set by stability, and that one typical hop represents a whole conducting path. Two-dimensional simulations bear on each.

For the gap, 80 periodic lattices of $20\times20$ sites were given random energies between $-1$ and $1$ hartree, with lattice step 1 bohr and $\kappa=1$. Each was relaxed until no single addition, removal or one-electron hop lowered its energy. These are local minima, not necessarily ground states. The fraction of sites with $|\varepsilon|<E$ should grow as $E$ for a flat density and as $E^2$ for a linear gap. Fits between $E=0.1$ and 0.4 hartree give the powers 0.98 without interaction and 2.15 with it. The count below 0.25 hartree corresponds to $A=0.52$, against $2/\pi=0.64$ from (\ref{gap}). These values depend on lattice size and energy window: for sides from 12 to 36 the power with interaction ranges from about 2.0 to 2.15, and $A$, counted below energies from 0.1 to 0.4 hartree, from about 0.45 to 0.57.

For the path, 6000 sites were placed at random in a square of side $170\,\xi$, with independent energies in a band from $-1$ to $1$ and either a flat or a linear density of states. A link has exponent $2r/\xi+E_{ij}/kT$. For energies on opposite sides of the Fermi level, $E_{ij}=|\varepsilon_i|+|\varepsilon_j|$. On the same side it is the larger of the two, since the carrier must first be present and then reach the farther level. The smallest $S$ at which links of exponent $S$ or less connect opposite edges sets the resistance, because the current must cross the worst link on the best path. Averaged over ten networks, with $kT$ between 0.0075 and 0.03 of the half-band, this threshold follows $T^{-0.34}$ for the flat density and $T^{-0.52}$ for the linear one. The single-hop values are $1/3$ and $1/2$. Sample scatter and the finite box leave the fitted powers uncertain by a few hundredths, so the agreement holds to that level. The agreement of powers is expected from scaling alone: with $g\propto|\varepsilon|^s$ and independent energies, the change $r\to\lambda r$, $\varepsilon\to\lambda^{-m}\varepsilon$, $T\to\lambda^{-m-1}T$ maps the network ensemble onto itself and multiplies every link exponent by $\lambda$, so an infinite network obeys (\ref{general}) as long as the band edge plays no part. The fits show that box and band edge matter little here.

The prefactor fares less well. In the flat case the networks give $kT_0g_0\xi^2$ between 13.0 and 13.8 over the three temperatures used, while (\ref{mott}) gives 8.6. Since $S^*\propto T_0^{1/3}$, the estimate puts $S^*$ about 13 to 15\% below the network value. The networks leave out the spatial correlations of energies in a real Coulomb gap, so they support the exponent one half for a linear density of states, not the value of $T_{\rm ES}$.
